# Logarithmic discharge of a floating gate by Fowler-Nordheim tunnelling: test program

```python
"""Discharge of a floating gate by Fowler-Nordheim (FN) tunnelling.

Result under test: for J = A E^2 exp(-B/E) and constant terminal voltages,
    1/E(t) = 1/E0 + ln(1 + t/t0)/B,   t0 = tau exp(B/E0),
    tau = C_T d/(S A B) = eps_ox/((1 - alpha) A B).
E: magnitude of the tunnel-oxide field, E0: its starting value, t: time,
d, S: oxide thickness and area, C_T: total floating-gate capacitance,
alpha: control-gate capacitance divided by C_T.
Internal units are SI; barrier integrals use eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import (solve_ivp, quad, trapezoid,
                             cumulative_trapezoid)
from scipy.interpolate import CubicSpline
from scipy.special import ai_zeros

q, hbar, h = const.e, const.hbar, const.h
m0, eps0 = const.m_e, const.epsilon_0
MVCM = 1e8                       # V/m in one MV/cm

# Rough typical parameters of a flash-type cell
phi = 3.15                       # effective barrier, eV
mass_ratio = 0.42                # oxide tunnelling mass / m0
eps_r, eps_si, eps_opt = 3.9, 11.7, 2.1
thickness, area = 8e-9, (100e-9)**2
alpha, V_control, V_offset = 0.6, -11.0, -1.0
E_start, t_end = 10*MVCM, 1.0
control_eot = 14e-9              # oxide-equivalent control dielectric

m_ox, eps_ox = mass_ratio*m0, eps_r*eps0
B = 4*np.sqrt(2*m_ox)*(phi*q)**1.5/(3*hbar*q)
A = q**3*m0/(8*np.pi*h*m_ox*phi*q)
K = eps_ox/(1 - alpha)           # C_T d/S
tau = K/(A*B)
t0 = tau*np.exp(B/E_start)


def fn_current(E):
    return A*E**2*np.exp(-B/E)


def exact_field(t, E0=E_start):
    return 1/(1/E0 + np.log1p(t/(tau*np.exp(B/E0)))/B)


# ---- WKB action and emission current by quadrature ----
nodes, weights = np.polynomial.legendre.leggauss(40)
theta, theta_w = nodes*np.pi/2, weights*np.pi/2
image_full = q/(16*np.pi*eps0*eps_opt)*1e9      # eV nm


def barrier_action(E, height, image=0.0, d_nm=thickness*1e9):
    """WKB exponent for barrier heights (eV) above the electron energy."""
    b = np.atleast_1d(height).astype(float)[:, None]
    f = E*1e-9
    root = np.sqrt(b**2 - 4*f*image)
    left = (b - root)/(2*f)
    right = np.minimum((b + root)/(2*f), d_nm)
    half = (right - left)/2
    x = (right + left)/2 + half*np.sin(theta)
    local = np.clip(b - f*x - image/x, 0, None)
    integral = np.sum(np.sqrt(local)*half*np.cos(theta)*theta_w, axis=1)
    return 2*np.sqrt(2*m_ox*q)/hbar*1e-9*integral


energy = np.linspace(-1.5, 1.2, 541)            # eV from Fermi level


def emission_current(E, temperature, image=0.0, barrier=phi):
    kT = const.k*temperature/q
    supply = kT*np.logaddexp(0, -energy/kT)
    trans = np.exp(-barrier_action(E, barrier - energy, image))
    return q**3*m0/(2*np.pi**2*hbar**3)*trapezoid(supply*trans, energy)


for E in (7*MVCM, 10*MVCM):
    assert abs(barrier_action(E, phi)[0]*E/B - 1) < 1e-8
    z = 2*np.sqrt(2*m_ox*phi*q)/(hbar*q*E)*phi*q   # c times phi
    supply_ratio = emission_current(E, 1.0)/fn_current(E)
    # remaining terms are of second order in 1/z
    assert abs(supply_ratio - (1 - 1.5/z)) < 6/z**2

# Parallel momentum conserved with a lighter oxide mass: double integral
depth = np.linspace(0, 1.5, 601)
w_grid, p_grid = np.meshgrid(depth, depth, indexing="ij")


def double_supply(factor):
    action = B/E_start*(1 + (w_grid + factor*p_grid)/phi)**1.5
    return trapezoid(trapezoid(np.exp(-action), depth, axis=1), depth)


momentum_factor = double_supply(1/mass_ratio)/double_supply(1.0)
assert abs(momentum_factor/mass_ratio - 1) < 3e-3  # grid error


# ---- discharge from the charge balance of the capacitor network ----
def network_discharge(E0, times, d=thickness, S=area, Vc=V_control):
    C_t = eps_ox*S/d
    C_c = alpha/(1 - alpha)*C_t
    V0 = V_offset - E0*d
    Q0 = C_c*(V0 - Vc) + C_t*(V0 - V_offset)

    def field(number):
        V = (number*q + C_c*Vc + C_t*V_offset)/(C_c + C_t)
        return (V_offset - V)/d

    sol = solve_ivp(lambda t, n: S*fn_current(field(n))/q,
                    (0, times[-1]), [Q0/q], method="DOP853",
                    t_eval=times, rtol=1e-11, atol=1e-8)
    assert sol.success
    return field(sol.y[0]), sol.y[0], Q0/q, C_c, C_t


times = 10.0**np.arange(-6, 1)
E_num, charge, charge0, C_c, C_t = network_discharge(E_start, times)
assert np.max(np.abs(E_num/exact_field(times) - 1)) < 1e-7

# Time to reach a chosen field, by quadrature of dt = K dE/J
E_target = 7*MVCM
t_quad = quad(lambda s: K*MVCM/fn_current(s*MVCM), 7, 10,
              epsabs=0, epsrel=1e-10)[0]
t_formula = tau*(np.exp(B/E_target) - np.exp(B/E_start))
assert abs(t_quad/t_formula - 1) < 1e-7

# Logarithmic slope, half slope at t0, and long-time remainder
slope_ratio = (1/E_num[-1] - 1/E_num[-2])*B/np.log(10)
assert abs(slope_ratio - 1) < 2e-3
pair = t0*np.array([0.99, 1.01])
E_pair = network_discharge(E_start, pair)[0]
half_slope = B*np.diff(1/E_pair)[0]/np.log(pair[1]/pair[0])
assert abs(half_slope - 0.5) < 1e-3
remainder = B/E_num[-1] - np.log(t_end/tau)
assert abs(remainder/(t0/t_end) - 1) < 0.02

# Same field history in another geometry and at another control bias
E_other = network_discharge(E_start, times, 10e-9, 4*area, -13.0)[0]
assert np.max(np.abs(E_other/E_num - 1)) < 1e-7

# Loss of memory of the starting field
E_low = network_discharge(9*MVCM, times)[0]
assert abs(E_low[-1]/E_num[-1] - 1) < 1e-3

E_end = E_num[-1]
shift_charge = -(charge[-1] - charge0)*q/C_c
shift_formula = -thickness*(E_start - exact_field(t_end))/alpha
assert abs(shift_charge/shift_formula - 1) < 1e-6

# End of the triangular regime
E_exit = phi/thickness
t_exit = tau*(np.exp(B/E_exit) - np.exp(B/E_start))
E_weak = E_exit/2
excess = (B/E_weak - barrier_action(E_weak, phi)[0])/np.log(10)
assert abs(barrier_action(1.001*E_exit, phi)[0]
           - B/(1.001*E_exit)) < 1e-5
assert excess > 1


# ---- neglected effects put back into the current ----
def fermi_rise(E):
    """One-subband estimate of Fermi level above surface band edge, eV."""
    mean_force = q*E*eps_r/eps_si/2
    airy = -ai_zeros(1)[0][0]
    level = airy*(hbar**2*mean_force**2/(2*0.92*m0))**(1/3)
    filling = (eps_ox*E/q)*np.pi*hbar**2/(2*0.19*m0)
    return (level + filling)/q


coarse = np.linspace(4.5, 10, 56)*MVCM
fine = np.linspace(10, 4.5, 6001)*MVCM


def discharge_with(current):
    """Field after t_end and slope per decade relative to ln(10)/B."""
    log_J = CubicSpline(coarse, [np.log(current(E)) for E in coarse])
    t = cumulative_trapezoid(-K/np.exp(log_J(fine)), fine, initial=0)
    assert t[-1] > t_end
    inv = np.interp([t_end/10, t_end], t, 1/fine)
    return 1/inv[1], (inv[1] - inv[0])*B/np.log(10)


check = discharge_with(fn_current)
assert abs(check[0]/exact_field(t_end) - 1) < 1e-4

variants = {
    "full supply integral, 1 K": lambda E: emission_current(E, 1.0),
    "thermal emission, 300 K": lambda E: emission_current(E, 300.0),
    "thermal emission, 400 K": lambda E: emission_current(E, 400.0),
    "image force, 1 K": lambda E: emission_current(E, 1.0, image_full),
    "parallel momentum kept": lambda E: mass_ratio*fn_current(E),
    "accumulation layer, 1 K": lambda E: emission_current(
        E, 1.0, 0.0, phi - fermi_rise(E)),
    "all together, 300 K": lambda E: mass_ratio*emission_current(
        E, 300.0, image_full, phi - fermi_rise(E)),
}
sized = {name: discharge_with(f) for name, f in variants.items()}

V_end = V_offset - E_end*thickness
E_control = (V_end - V_control)/control_eot
area_ratio = C_c/C_t*control_eot/thickness
control_leak = area_ratio*fn_current(E_control)/fn_current(E_end)
electron_step = q/((C_c + C_t)*thickness)*B/E_end**2

# ---- printed numbers ----
print(f"barrier {phi} eV, oxide mass {mass_ratio} m0, eps_r {eps_r}")
print(f"oxide {thickness*1e9:.0f} nm, side {area**0.5*1e9:.0f} nm, "
      f"alpha {alpha}")
print(f"control gate {V_control} V, offset {V_offset} V")
print(f"A = {A:.4e} A/V^2")
print(f"B = {B/MVCM:.2f} MV/cm")
print(f"C_T d/S = {K:.4e} F/m")
print(f"C_T = {(C_c + C_t)*1e18:.2f} aF, C_c = {C_c*1e18:.2f} aF")
print(f"tau = {tau:.4e} s")
print(f"B/E0 = {B/E_start:.3f}, t0 = {t0:.4e} s")
print(f"slope of 1/E = {np.log(10)/B*MVCM:.6f} cm/MV per decade")
print("t (s), E (MV/cm), 1/E (cm/MV), long-time E (MV/cm):")
for t, E in zip(times, E_num):
    print(f"  {t:.0e}  {E/MVCM:.4f}  {MVCM/E:.5f}  "
          f"{B/np.log(t/tau)/MVCM:.4f}")
print(f"last-decade slope / (ln10/B) = {slope_ratio:.5f}")
print(f"slope at t0 / final slope = {half_slope:.5f}")
print(f"remainder in B/E at 1 s = {remainder:.4e}; "
      f"t0/t = {t0/t_end:.4e}")
print(f"start at 9 MV/cm: E(1 s) = {E_low[-1]/MVCM:.4f} MV/cm")
print(f"time to 7 MV/cm = {t_formula:.4f} s")
print(f"floating gate: {V_offset - E_start*thickness:.3f} V at start, "
      f"{V_end:.3f} V at 1 s")
print(f"net charge / e: {charge0:.0f} at start, {charge[-1]:.0f} at 1 s")
print(f"electrons removed in 1 s = {charge[-1] - charge0:.0f}")
print(f"threshold shift = {shift_charge:.3f} V")
print(f"J at start = {fn_current(E_start)*1e-4:.3e} A/cm^2")
print(f"J at 1 s = {fn_current(E_end)*1e-4:.3e} A/cm^2")
print(f"injected charge = {K*(E_start - E_end)*100:.3f} uC/cm^2")
print(f"triangular barrier ends at {E_exit/MVCM:.4f} MV/cm")
print(f"time to that field by FN law = {t_exit:.3e} s")
print(f"at {E_weak/MVCM:.3f} MV/cm log10(T_trapezoid/T_FN) = {excess:.2f}")
print(f"full supply / FN current at 10 MV/cm = {supply_ratio:.4f}")
print(f"parallel-momentum factor = {momentum_factor:.4f}")
print("Neglected effect: E(1 s) in MV/cm, slope / (ln10/B):")
for name, (E, slope) in sized.items():
    print(f"  {name}: {E/MVCM:.3f}, {slope:.3f}")
print(f"Fermi rise in accumulation: {fermi_rise(E_start):.3f} eV at "
      f"start, {fermi_rise(E_end):.3f} eV at 1 s")
print(f"oxide voltage change = {(E_start - E_end)*thickness:.3f} V")
print(f"exponent step per electron at 1 s = {electron_step:.4f}")
print(f"control dielectric field at 1 s = {E_control/MVCM:.3f} MV/cm")
print(f"control / tunnel FN current at 1 s = {control_leak:.1e}")
print("OK")
```

Running it gives:

```
barrier 3.15 eV, oxide mass 0.42 m0, eps_r 3.9
oxide 8 nm, side 100 nm, alpha 0.6
control gate -11.0 V, offset -1.0 V
A = 1.1651e-06 A/V^2
B = 247.50 MV/cm
C_T d/S = 8.6328e-11 F/m
C_T = 107.91 aF, C_c = 64.75 aF
tau = 2.9938e-15 s
B/E0 = 24.750, t0 = 1.6781e-04 s
slope of 1/E = 0.009304 cm/MV per decade
t (s), E (MV/cm), 1/E (cm/MV), long-time E (MV/cm):
  1e-06  9.9976  0.10002  12.6101
  1e-05  9.9767  0.10023  11.2861
  1e-04  9.8146  0.10189  10.2136
  1e-03  9.2731  0.10784  9.3273
  1e-02  8.5776  0.11658  8.5826
  1e-01  7.9475  0.12583  7.9479
  1e+00  7.4007  0.13512  7.4007
last-decade slope / (ln10/B) = 0.99934
slope at t0 / final slope = 0.49999
remainder in B/E at 1 s = 1.6780e-04; t0/t = 1.6781e-04
start at 9 MV/cm: E(1 s) = 7.4001 MV/cm
time to 7 MV/cm = 6.7820 s
floating gate: -9.000 V at start, -6.921 V at 1 s
net charge / e: -1347 at start, 54 at 1 s
electrons removed in 1 s = 1401
threshold shift = -3.466 V
J at start = 2.079e-03 A/cm^2
J at 1 s = 1.910e-07 A/cm^2
injected charge = 2.244 uC/cm^2
triangular barrier ends at 3.9375 MV/cm
time to that field by FN law = 5.947e+12 s
at 1.969 MV/cm log10(T_trapezoid/T_FN) = 19.30
full supply / FN current at 10 MV/cm = 0.9624
parallel-momentum factor = 0.4201
Neglected effect: E(1 s) in MV/cm, slope / (ln10/B):
  full supply integral, 1 K: 7.407, 1.000
  thermal emission, 300 K: 7.344, 1.018
  thermal emission, 400 K: 7.288, 1.036
  image force, 1 K: 6.871, 1.011
  parallel momentum kept: 7.598, 0.998
  accumulation layer, 1 K: 6.461, 1.032
  all together, 300 K: 6.094, 1.063
Fermi rise in accumulation: 0.381 eV at start, 0.301 eV at 1 s
oxide voltage change = 2.079 V
exponent step per electron at 1 s = 0.0084
control dielectric field at 1 s = 2.914 MV/cm
control / tunnel FN current at 1 s = 1.8e-23
OK
```
